\section*{WKB resistance ratio of a ferroelectric tunnel junction}

\section*{Question}

A ferroelectric film of thickness $d=3$ nm separates two metal electrodes. Reversing its polarization switches the mean barrier height, measured from the Fermi level, between $\phi_{\rm on}=1.4$ eV and $\phi_{\rm off}=1.6$ eV. Treat the barrier as rectangular, with the vacuum electron mass $m$. The electrodes are free-electron metals with Fermi energy $E_F=5$ eV, and the momentum parallel to the film is conserved. Use $\sqrt{2m}/\hbar=5.1232$ nm$^{-1}$eV$^{-1/2}$. The resistance ratio is $R_{\rm off}/R_{\rm on}$; the electroresistance $(R_{\rm off}-R_{\rm on})/R_{\rm on}$ is smaller by one.

\section*{Part (a): normal incidence}

Find the WKB resistance ratio at zero temperature and vanishing bias for electrons that meet the film at normal incidence. Show how it depends on a small change of height.

\subsection*{Model answer}

At the Fermi level the wave function in the barrier obeys
\begin{equation}
\psi''=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar}.
\end{equation}
The decaying solution is $e^{-\kappa x}$, so the amplitude falls by $e^{-\kappa d}$ across the film and the probability by its square. With the WKB prefactor set to one,
\begin{equation}
T=e^{-2\kappa d}.
\end{equation}
One channel has conductance proportional to $T$, hence
\begin{equation}
\frac{R_{\rm off}}{R_{\rm on}}=\frac{T_{\rm on}}{T_{\rm off}}
=e^{2d(\kappa_{\rm off}-\kappa_{\rm on})}.
\end{equation}
The numbers are
\begin{align}
\kappa_{\rm on}&=5.1232\sqrt{1.4}=6.0618\ {\rm nm}^{-1}, & 2\kappa_{\rm on}d&=36.371,\\
\kappa_{\rm off}&=5.1232\sqrt{1.6}=6.4804\ {\rm nm}^{-1}, & 2\kappa_{\rm off}d&=38.882.
\end{align}
The exponents differ by 2.511, and the ratio is $e^{2.511}=12.3$.

For a small change $\Delta\phi$ about the mean $\bar\phi$, use $d\kappa/d\phi=\kappa/(2\phi)$:
\begin{equation}
\ln\frac{R_{\rm off}}{R_{\rm on}}\simeq 2d\,\frac{\bar\kappa}{2\bar\phi}\,\Delta\phi
=\bar\kappa d\,\frac{\Delta\phi}{\bar\phi}.
\end{equation}
This also gives 12.3. The relative change of height is only 13\%, but it is multiplied by $\bar\kappa d\approx 19$.

\section*{Part (b): all transverse momenta}

Sum over the transverse momenta of the electrons, still at zero temperature and vanishing bias. Find the conductance per area and the new ratio. Does a different transverse mass in the barrier alter the ratio?

\subsection*{Model answer}

An electron at the Fermi energy with transverse wave number $k$ has $\hbar^2k^2/2m$ less energy for its normal motion. Its barrier is higher by that amount, so $\kappa^2$ becomes $\kappa^2+k^2$. There are $2\,d^2k/(2\pi)^2$ channels per area, counting spin, each with conductance $(e^2/h)T$. Since $d^2k=2\pi k\,dk$,
\begin{equation}
\frac{G}{A}=\frac{2e^2}{h}\int_0^{k_F}\frac{k\,dk}{2\pi}\,e^{-2d\sqrt{\kappa^2+k^2}} .
\end{equation}
Put $q=\sqrt{\kappa^2+k^2}$, so that $k\,dk=q\,dq$. At $k=k_F$ the exponential is smaller than at $k=0$ by about $e^{-41}$ in the ON state, so the upper limit may be taken to infinity. Integration by parts gives
\begin{equation}
\int_\kappa^\infty q\,e^{-2dq}dq=\left(\frac{\kappa}{2d}+\frac{1}{4d^2}\right)e^{-2\kappa d},
\end{equation}
and therefore
\begin{equation}
\frac{G}{A}=\frac{e^2}{2\pi h}\,\frac{\kappa}{d}\left(1+\frac{1}{2\kappa d}\right)e^{-2\kappa d}.
\label{eq:G}
\end{equation}
The prefactors of the two states have the ratio
\begin{equation}
\frac{6.0618\,(1+1/36.371)}{6.4804\,(1+1/38.882)}=0.937,
\end{equation}
so that
\begin{equation}
\frac{R_{\rm off}}{R_{\rm on}}=0.937\times12.32=11.5 .
\end{equation}
The resistance-area products are $4.9\times10^{6}$ and $5.6\times10^{7}\ \Omega\,{\rm cm}^2$. Both conventions give a ratio near 12, but a quoted value should say which one it uses.

The reduction has a simple origin. For small $k$, $\sqrt{\kappa^2+k^2}\simeq\kappa+k^2/(2\kappa)$, so transmission falls with $k$ as $e^{-dk^2/\kappa}$. The higher barrier filters the transverse momenta less sharply and lets a wider range contribute.

If the transverse mass in the barrier differs from the normal mass, $k^2$ is replaced by $\gamma k^2$, where $\gamma$ is the normal mass divided by the transverse mass. With $q^2=\kappa^2+\gamma k^2$ one has $k\,dk=q\,dq/\gamma$. Both conductances are divided by $\gamma$ and the ratio is unchanged, provided that $\gamma$ is the same in both states and the upper limit still plays no part. Direct integration for $\gamma=0.5$ and 2 confirms this.

\section*{Part (c): temperature and read bias}

Find the leading effect of a temperature of 300 K and of a read bias of 0.1 V. What does ``low bias'' require?

\subsection*{Model answer}

Let $\varepsilon$ be the energy of normal motion, measured so that $\varepsilon=0$ is an electron at the Fermi level with $k=0$. The exponent is expanded to first order:
\begin{equation}
2\kappa d\sqrt{1-\varepsilon/\phi}\simeq2\kappa d-c\varepsilon,\qquad c=\frac{\kappa d}{\phi}.
\end{equation}
Here $c=12.99$ eV$^{-1}$ (ON) and $12.15$ eV$^{-1}$ (OFF).

\emph{Temperature.} In linear response each total energy is weighted by $-f'$, where $f$ is the Fermi function. Integrating over the transverse energy $E_\perp$ at fixed $\varepsilon$ gives $\int_0^\infty[-f'(\varepsilon+E_\perp)]\,dE_\perp=f(\varepsilon)$. The conductance is thus proportional to
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{c\varepsilon}\,d\varepsilon}{1+e^{\varepsilon/k_BT}}
=k_BT\int_0^\infty\frac{y^{ck_BT-1}}{1+y}\,dy=\frac{\pi k_BT}{\sin(\pi ck_BT)},
\end{equation}
with $y=e^{\varepsilon/k_BT}$ and $0<ck_BT<1$. At zero temperature the integral is $1/c$, so heating multiplies $G$ by
\begin{equation}
\frac{\pi ck_BT}{\sin(\pi ck_BT)} .
\end{equation}
With $k_BT=0.02585$ eV the factors are 1.21 (ON) and 1.18 (OFF), and the ratio rises from 11.5 to 11.8. With their transmission set to one, electrons that pass over the barrier top carry a share of only $5\times10^{-9}$ of the ON conductance.

\emph{Bias.} A voltage $V$ tilts the barrier to $\phi-eVx/d$. Its mean falls by $eV/2$, which to first order multiplies $T$ by $e^{ceV/2}$. The net supply of electrons is $\int_0^{eV}f(\varepsilon+s)\,ds$. Shifting $\varepsilon$ by $s$ in the energy integral takes out a factor $e^{-cs}$, so the current is proportional to
\begin{equation}
e^{ceV/2}\int_0^{eV}e^{-cs}ds=\frac{e^{ceV/2}-e^{-ceV/2}}{c}=\frac{2}{c}\sinh\frac{ceV}{2}.
\end{equation}
For $V\to0$ this becomes $eV$. The current divided by its linear value is therefore
\begin{equation}
\frac{\sinh u}{u},\qquad u=\frac{ceV}{2}.
\end{equation}
Low bias requires $u\ll1$, that is $eV\ll2/c\approx0.15$ eV, which is far stricter than $eV\ll\phi$. At 0.1 V, $u=0.65$ in the ON state and the current is already 7\% above linear. The OFF current is 6\% above linear, so most of the change cancels and the ratio becomes 11.9 at 300 K.

\section*{Part (d): the WKB prefactor}

Replace the unit prefactor by the result of wave matching for a thick rectangular barrier. Does matching raise or lower the ratio?

\subsection*{Model answer}

Let $k_0=\sqrt{2mE_F}/\hbar$ be the wave number of normal incidence. At the first interface, match $e^{ik_0x}+re^{-ik_0x}$ to $Be^{-\kappa x}$, dropping the wave that returns from the far side:
\begin{equation}
1+r=B,\quad ik_0(1-r)=-\kappa B
\ \Rightarrow\ |B|^2=\frac{4k_0^2}{k_0^2+\kappa^2}.
\end{equation}
At the second interface the arriving amplitude is $B'=Be^{-\kappa d}$, the reflected one is $C$ and the transmitted one is $t$:
\begin{equation}
B'+C=t,\quad -\kappa(B'-C)=ik_0t
\ \Rightarrow\ |t|^2=\frac{4\kappa^2}{k_0^2+\kappa^2}\,|B'|^2 .
\end{equation}
Since $k_0^2$ and $\kappa^2$ are proportional to $E_F$ and $\phi$,
\begin{equation}
T=|t|^2=\frac{16E_F\phi}{(E_F+\phi)^2}\,e^{-2\kappa d}.
\end{equation}
The factor is $112/40.96=2.73$ (ON) and $128/43.56=2.94$ (OFF). In the ON state $T=2.734\times1.601\times10^{-16}=4.38\times10^{-16}$, which agrees with direct numerical integration of the wave equation.

For these electrodes matching lowers the normal-incidence ratio to $12.32\times2.734/2.938=11.5$. With exact matching for every transverse momentum the zero-temperature ratio is 10.8, which is 6\% below the 11.5 of part (b).

The sign depends on the electrode. The two factors are equal when
\begin{equation}
\sqrt{\phi_{\rm on}}\,(E_F+\phi_{\rm off})=\sqrt{\phi_{\rm off}}\,(E_F+\phi_{\rm on})
\ \Rightarrow\ E_F=\sqrt{\phi_{\rm on}\phi_{\rm off}}\approx1.5\ {\rm eV}.
\end{equation}
Below this Fermi energy, matching raises the normal-incidence ratio. For $E_F\to\infty$ it multiplies that ratio by $\phi_{\rm on}/\phi_{\rm off}=0.875$.

\section*{Part (e): a real film}

Compare the model with a barium titanate tunnel junction. Which neglected effects matter most, and could a 1 $\mu$m$^2$ cell be read?

\subsection*{Model answer}

A thickness of a few nanometres and a barrier of order 1 eV are roughly typical of such junctions. The vacuum mass and the rectangular shape are modelling choices, and $E_F=5$ eV suits a simple metal better than an oxide electrode. In the table each change is made alone, at zero temperature and vanishing bias with unit WKB prefactor; the reference ratio is 11.5.

\begin{center}
\begin{tabular}{lc}
Change & Ratio\\
\hline
Image force, optical permittivity 5 & 13.4\\
Reversing tilt of 0.5 eV & 11.6\\
Barrier mass $0.5\,m$ & 5.5\\
Barrier mass $2\,m$ & 33\\
Thickness 2.6 nm & 8.3\\
One tenth of the area at 2.6 nm & 8.4
\end{tabular}
\end{center}

The tilt represents imperfect screening of the polarization. Interface shifts of 0.35 and 0.15 eV, with signs that reverse on switching, take the OFF barrier from 1.85 to 1.35 eV across the film and the ON barrier from 1.15 to 1.65 eV. The means remain 1.6 and 1.4 eV, and the ratio hardly moves. Tilt, image force, 300 K and 0.1 V together give 13.6, again without wave matching, when the electrons enter at the side with the 0.35 eV shift. The tilted barrier is not symmetric, and the opposite bias gives a somewhat higher ratio.

The mass matters far more, because $\ln(R_{\rm off}/R_{\rm on})$ at normal incidence scales as its square root. Thickness matters through the current. Removing 0.4 nm, about one unit cell, raises the ON conductance 148 times. A thin tenth of the area then carries $14.8/(14.8+0.9)=94\%$ of the ON current and imposes its own lower ratio.

With the rectangular barrier and unit WKB prefactor, the 1 $\mu$m$^2$ cell at 300 K and 0.1 V passes $2.7\times10^{-16}$ A in the ON state and $2.2\times10^{-17}$ A in the OFF state, or about 1700 and 140 electrons per second. In a microsecond the mean ON count is 0.002 electrons, so the model cell cannot be read at memory speed. With unit WKB prefactor the image force raises the ON conductance about 36 times, which is still far too little. This figure follows the classical image potential to about 0.05 nm from the metal, where it is no longer reliable. Holding the potential constant within 0.1 or 0.2 nm of each interface lowers the gain to 12 or 7 and moves the tabulated ratio of 13.4 to 13.9 or 13.2. With wave matching, and the potential limited to the bottom of the electrode band, the gain over the matched rectangular barrier is about 15 and the ratio is 11.6.

Raising the current with a thinner film or a lighter barrier mass costs contrast. From part (a), at normal incidence,
\begin{equation}
\ln\frac{R_{\rm off}}{R_{\rm on}}
=\left(\sqrt{\frac{\phi_{\rm off}}{\phi_{\rm on}}}-1\right)2\kappa_{\rm on}d
=0.069\times2\kappa_{\rm on}d .
\end{equation}
With both heights fixed, a smaller thickness or mass reduces the exponent and the logarithm of the ratio in the same proportion.

So small a tunnel current is easily masked by defects. An ohmic leak $g$ per area, equal in both states, cuts the ratio to 2 when $G_{\rm on}/A+g=2(G_{\rm off}/A+g)$. Then
\begin{equation}
g=(2.049-2\times0.1775)\times10^{-7}=1.69\times10^{-7}\ {\rm S\,cm}^{-2},
\end{equation}
or $5.9\times10^{6}\ \Omega\,{\rm cm}^2$, close to the ON resistance-area product itself. Within the one-band model, the barrier mass and leakage can thus change the ratio most. A thin patch changes it less, but can carry nearly all of the ON current.

The one-band law $\kappa\propto\sqrt{\phi}$ is itself a limit. The gap of barium titanate is about 3.2 eV, so heights of 1.4 and 1.6 eV put the Fermi level near mid-gap, where the valence band pulls $\kappa$ down and $\kappa$ is close to its maximum. In the two-band form $\kappa^2=(2m\phi/\hbar^2)(1-\phi/E_g)$ with $E_g=3.2$ eV, the factors $\phi(1-\phi/E_g)$ are 0.788 and 0.800 eV. The ratio of part (b) then falls from 11.5 to about 1.2, and the ON conductance rises about 7000 times. The ratios above therefore describe barrier heights well below half the gap, not these heights in barium titanate.

Writing is a separate limit. A 2 V pulse gives a mean field of 6.7 MV/cm, within the rough range of 1 to 10 MV/cm in which oxide films break down. Since $eV$ then exceeds $\phi_{\rm on}$, electrons enter the conduction band inside the film. The model current density, without image force or wave matching, is about 3 A/cm$^2$ for the ON barrier and 0.06 A/cm$^2$ for the OFF barrier, so the low-bias ratio no longer applies.

\section*{Numbers as computed}
\begin{verbatim}
Thickness: 3.0 nm; heights: 1.4 and 1.6 eV
Electrode Fermi energy: 5.0 eV
sqrt(2m)/hbar: 5.1232 nm^-1 eV^-1/2
kappa ON, OFF: 6.0618, 6.4804 nm^-1
2 kappa d ON, OFF: 36.371, 38.882
Exponent difference: 2.5112
WKB transmission ON, OFF: 1.601e-16, 1.299e-17
Ratio, normal incidence: 12.32
Ratio, linearized exponent: 12.30
Prefactor ratio ON/OFF: 0.9370
Ratio, transverse sum: 11.54
G/A ON, OFF: 2.049e-07, 1.775e-08 S/cm2
R*A ON, OFF: 4.880e+06, 5.634e+07 ohm cm2
Exact T at E_F ON, OFF: 4.377e-16, 3.818e-17
Matching factor ON, OFF: 2.734, 2.938
Ratio, exact matching and transverse sum: 10.79
Temperature: 300 K; kT: 0.02585 eV
c = kappa d/phi ON, OFF: 12.99, 12.15 eV^-1
Thermal gain ON, OFF: 1.210, 1.180
Ratio at 300 K, linear bias: 11.84
Over-barrier share of ON conductance: 5.1e-09
Read bias: 0.1 V
Bias gain ON, OFF: 1.074, 1.064
Ratio at 300 K and read bias: 11.94
Junction area: 1.0 um2
Read current ON, OFF: 2.66e-16, 2.23e-17 A
Electrons per second ON, OFF: 1662, 139
Optical relative permittivity: 5.0
Image lowering at mid-barrier: 0.0665 eV
Image-force gain ON, OFF: 36.49, 31.33
Ratio with image force: 13.44
Interface shifts: 0.35, 0.15 eV
Depolarizing field: 1.67 MV/cm
Ratio with reversing tilt: 11.64
Ratio, tilt + image + 300 K + read bias: 13.61
Ratio for barrier mass 0.5 and 2: 5.54, 32.65
Thinner film: 2.6 nm; ON conductance gain: 147.9
Ratio of thinner film: 8.26
Ratio with 10 % of area thinner: 8.40
Leak R*A that cuts ratio to 2: 5.903e+06 ohm cm2
Write bias: 2.0 V; mean field: 6.67 MV/cm
Write current density, ON barrier: 2.96e+00 A/cm2
\end{verbatim}
